When to add mass-velocity and Darwin terms along the H2+ curve

**The decision**

A first-order scalar relativistic energy, the sum of a mass-velocity term and a Darwin term, can be added to a finished nonrelativistic calculation. For a potential curve one must decide whether to evaluate it at every geometry, at one geometry, or not at all. A constant shift moves no vibrational spacing and changes no well depth, so the variation with distance decides.

For H2+ the variation can be computed without electron correlation or basis-set error entering the main result. The guidance is: if tenths of a cm⁻¹ in the potential curve matter, evaluate both terms at every distance, with the same wave function (in a finite basis, with the mass-velocity term taken from ⟨p⁴⟩), and use their sum. At that accuracy the adiabatic and radiative corrections named at the end are needed as well. At a proton separation of 2 bohr the sum deepens the well by 0.16 cm⁻¹; the mass-velocity term alone would give 2.0 cm⁻¹.

**What the setting adds**

Two point protons A and B are fixed at distance R, and ψ is the real, normalized ground state (1sσg). In SI units, with m the electron mass, the correction is

ΔE = −⟨p⁴⟩/(8m³c²) + (πħ²/2m²c²)(e²/4πε₀)[|ψ(A)|² + |ψ(B)|²].

From here on lengths are in bohr, energies in hartree (E_h) and c = 1/α. Write ΔE = α²E_h C(R), with C = C_MV + C_D. The unit α²E_h is 2.3216×10⁻²² J, or 11.687 cm⁻¹.

The formula follows from the Dirac equation for the upper and lower components φ and χ:

(V − E)φ + c σ·p χ = 0,
c σ·p φ + (V − E − 2c²)χ = 0.

Here σ denotes the Pauli matrices, V = −1/r_a − 1/r_b, and E excludes both the rest energy and the proton repulsion. Solve the second line for χ and expand in 1/c²:

χ ≈ (1/2c)[1 − (E − V)/(2c²)] σ·p φ.

Insert this in the first line and use (σ·p)² = p²:

(p²/2 + V − E)φ + (α²/4) σ·p (V − E) σ·p φ = 0.

Projection on ψ gives the α² energy. Its spin-dependent part contains ∇ψ × ∇ψ, which vanishes for real ψ. What remains is

C = ¼ ∫ (V − E)|∇ψ|² d³r, (1)

with E now the nonrelativistic energy. The Schrödinger equation gives ψ∇²ψ = 2(V − E)ψ², so that

|∇ψ|² = ½∇²(ψ²) − 2(V − E)ψ².

Put this in (1) and move the Laplacian onto V. Since ∇²V = 4π[δ(r_a) + δ(r_b)],

C_MV = −½⟨(E − V)²⟩,
C_D = (π/2)[|ψ(A)|² + |ψ(B)|²]. (2)

The first line is −⟨p⁴⟩/8, because p²ψ = 2(E − V)ψ. This function is square integrable, so the mean of p⁴ is its squared norm, with no additional delta term.

The correction belongs after the nonrelativistic calculation. A variational calculation with p²/2 − α²p⁴/8 has no lower bound, since the second term wins at large p.

**The wave function from two one-dimensional equations**

Define ξ = (r_a + r_b)/R ≥ 1 and −1 ≤ η = (r_a − r_b)/R ≤ 1. With the protons on the z axis, z = (R/2)ξη, and the distance from the axis is (R/2)√[(ξ²−1)(1−η²)]. The resulting scale factors give, for a function independent of the azimuth,

∇² = 4/[R²(ξ²−η²)] × [∂_ξ(ξ²−1)∂_ξ + ∂_η(1−η²)∂_η],
d³r = (R³/8)(ξ²−η²) dξ dη dφ,
V = −4ξ/[R(ξ²−η²)].

Multiply the Schrödinger equation by −R²(ξ²−η²)/2, set ψ = X(ξ)Y(η), and define p² = −ER²/2. From here p is this number, not the momentum. With separation constant A,

[(ξ²−1)X′]′ + (2Rξ − p²ξ² + A)X = 0,
[(1−η²)Y′]′ + (p²η² − A)Y = 0.

For Y use normalized Legendre functions of even l. Multiplication by η links l to l+1 with coefficient a_l, where a_l² = (l+1)²/[(2l+1)(2l+3)]. The angular matrix therefore has

diagonal: −l(l+1) + p²(a_l² + a_{l−1}²),
neighbour l, l+2: p² a_l a_{l+1}.

Its largest eigenvalue is A_η(p).

For X take out the behaviour at large ξ:

X = (ξ+1)^σ e^{−p(ξ−1)} G(t), t = (ξ−1)/(ξ+1), σ = R/p − 1.

From here σ is this exponent. Let q = σ/(ξ+1) − p be the logarithmic derivative of the prefactor. The factor multiplying G is then

(ξ²−1)(q′+q²) + 2ξq + 2Rξ − p²ξ² + A.

Its first term equals (σ²−σ)t − 2pσ(ξ−1) + p²(ξ²−1), and its second equals σ(1+t) − 2pξ. The terms linear in ξ add to 2ξ(R − p − pσ), which is zero by the choice of σ. With dt/dξ = (1−t)²/2 and ξ²−1 = 4t/(1−t)², the equation becomes

t(1−t)²G″ + [(1−t)² + 2σt(1−t) − 4pt]G′ + [σ²t + σ + 2pσ − p² + A]G = 0.

Insert G = Σ g_n tⁿ and collect the coefficient of tⁿ:

(n+1)²g_{n+1} − β_n g_n + (n−1−σ)²g_{n−1} = 0,
β_n = 2n² + (4p−2σ)n − σ − 2pσ + p² − A.

This is a tridiagonal eigenvalue problem for A. Rescaling the g_n makes it symmetric, with neighbouring elements (n+1)|n−σ|. Its lowest eigenvalue is A_ξ(p). The ground state requires A_ξ(p) = A_η(p).

The root is unique. Differentiating the eigenvalues with respect to p² at fixed R gives

d(A_ξ − A_η)/dp² = ⟨ξ²⟩ − ⟨η²⟩ > 0,

where the averages use X² and Y² as one-dimensional weights. The root is also bracketed. An atomic 1s trial function gives E < −½. Writing the Hamiltonian as half the sum of two He⁺ Hamiltonians, one on each proton, gives E ≥ −2. Hence p lies between R/2 and R.

The numbers below use 200 radial coefficients and 50 Legendre functions. After the root is found, the ratios g_n/g_{n−1} are computed from large n downward, which selects the decaying solution:

g_n/g_{n−1} = (n−1−σ)² / [β_n − (n+1)²g_{n+1}/g_n].

In C_MV the square of E − V leaves a factor 1/(ξ²−η²) after multiplication by the volume element. It is integrable but singular at each proton. The integrands are even in η, so each integral is twice its part over 0 < η < 1. On this half range the substitutions ξ−1 = e^u and 1−η = 1/(1+e^{−v}) spread these corners over long intervals, where an equally spaced sum suffices.

**Worked case: R = 2 bohr**

The root is p = 1.485015. Therefore

σ = 2/1.485015 − 1 = 0.34679,
E = −2p²/R² = −1.102634 hartree.

With g₀ = 1, the next coefficients are 0.01678 and 0.00040, so the prefactor already carries most of X. The integration gives ⟨p⁴⟩ = 6.37623 atomic units and a density of 0.209669 bohr⁻³ at each proton. Then

C_MV = −6.37623/8 = −0.79703,
C_D = π × 0.209669 = 0.65870,
C = −0.13833, or −1.617 cm⁻¹.

Separated H + H⁺ has C = −1/8, as derived below. Relative to it, the mass-velocity term changes by −0.1720 (−2.01 cm⁻¹) and the Darwin term by +0.1587 (+1.85 cm⁻¹). The sum changes by −0.0133, or −0.156 cm⁻¹. Using one term alone gives a change more than ten times too large in magnitude, and the Darwin term alone gives the wrong sign.

**The curve**

All corrections are in units of α²E_h.

R (bohr)   C_MV      C_D      C
0.1       −8.1384   6.3694   −1.7690
0.5       −3.4905   2.7343   −0.7562
1         −1.6942   1.3620   −0.3322
2         −0.7970   0.6587   −0.1383
3         −0.5938   0.4908   −0.1029
4         −0.5492   0.4496   −0.0996
6         −0.5796   0.4667   −0.1129
10        −0.6215   0.4973   −0.1242
20        −0.6249   0.5000   −0.1250

The sum does not run monotonically between its limits. It crosses −1/8 at 2.221 bohr and has a maximum of −0.0991 at 3.685 bohr, which is 0.303 cm⁻¹ above the separated-atom value. A constant atomic correction thus has an error whose sign depends on R. Around 2 bohr C rises with R, so the correction pulls the protons together; beyond the maximum it pushes them apart.

**United-atom limit**

As R → 0 the electron sees charge 2, with ψ₀ = √(8/π) e^{−2r} and E = −2. Using ⟨1/r⟩ = 2 and ⟨1/r²⟩ = 8,

C_MV = −½⟨(−2 + 2/r)²⟩ = −½(4 − 16 + 32) = −10,
C_D = (π/2) × 2 × (8/π) = 8.

Their sum is −2. The α² expansion is made at fixed R before this limit is taken.

The first correction in R shows why the two terms belong together. At distances comparable with R,

ψ ≈ ψ₀(0)(1 − r_a − r_b),

because −½∇²(−r_a − r_b) = 1/r_a + 1/r_b cancels the attraction. Farther out this joins to ψ₀(0)(1 − 2r), with no change of the constant at order R. At a proton one distance is zero and the other is R, so the density there is (8/π)(1 − 2R), and

C_D = 8 − 16R + ….

For C_MV let U = 1/r_a + 1/r_b. The changes of E and ⟨U⟩ are of order R². In ⟨U²⟩ the linear term comes from the changed potential at fixed central density 8/π. The squares 1/r_a² and 1/r_b² are shifted copies of 1/r² and contribute no net change over a large ball. The cross term does. Since d³r/(r_a r_b) = (R/2) dξ dη dφ, a ball of large radius L, which reaches ξ = 2L/R, gives

∫ d³r/(r_a r_b) = (R/2) × 2 × 2π × (2L/R − 1) = 4πL − 2πR.

Subtracting ∫ d³r/r² = 4πL leaves −2πR. Hence ⟨U²⟩ changes by (8/π) × 2 × (−2πR) = −32R, and

C_MV = −10 + 16R + ….

The linear terms cancel in C. Equation (1) shows the reason: |∇ψ|² stays bounded and V contains one inverse distance, so the region of size R around the protons can change the integral at order R² only. The region farther out adds a term of order R² ln R, which also vanishes faster than R. At R = 0.001 bohr the computed ratios (C_MV+10)/R, (C_D−8)/R and (C+2)/R are 16.14, −16.06 and 0.08.

**Separated-atom limit**

As R → ∞ each proton carries half of a hydrogen 1s density. With ψ₀ = e^{−r}/√π, ⟨1/r⟩ = 1 and ⟨1/r²⟩ = 2,

C_MV = −½⟨(−½ + 1/r)²⟩ = −½(¼ − 1 + 2) = −5/8,
C_D = (π/2) × 2 × (1/2π) = 1/2.

The sum is −1/8.

The leading inverse-power approach comes from polarization. Let z point away from the distant proton. Its potential is −1/R + Fz with F = 1/R²; the constant cancels in E − V. To first order,

ψ₁ = −z(1 + r/2)ψ₀,

which satisfies (H₀ − E₀)ψ₁ = −zψ₀. The second-order energy coefficient is E₂ = −⟨z²(1 + r/2)⟩ = −9/4. Write the spherical part of the second-order function as gψ₀. It obeys

−½g″ + (1 − 1/r)g′ = r²/3 + r³/6 − 9/4,

with solution g = r⁴/24 + r³/4 + 3r²/4 + g₀. Normalization requires 2⟨g⟩ + ⟨ψ₁|ψ₁⟩ = 0. From ⟨rⁿ⟩ = (n+2)!/2ⁿ⁺¹ one has ⟨ψ₁|ψ₁⟩ = 43/8 and ⟨g − g₀⟩ = 81/16, so

g₀ = −43/16 − 81/16 = −31/4.

Since ψ₁ vanishes at the nucleus, the F² term of C_D is (π/2) × 2g₀/π = −31/4.

For C_MV put K = 1/r − ½. The F² terms of ⟨(E − V)²⟩ are

⟨z²⟩ + 2E₂⟨K⟩ = 1 − 9/4 = −5/4,
−4⟨ψ₀|Kz|ψ₁⟩ = −1/2,
⟨ψ₁|K²|ψ₁⟩ = 29/96,
2⟨K²g⟩ = −599/32.

They add to −121/6. Multiplication by −½ gives 121/12, and therefore

C = −1/8 + (121/12 − 31/4)/R⁴ + … = −1/8 + (7/3)/R⁴ + ….

At 40 bohr the computed R⁴(C + 1/8) is 2.34. At 10 bohr the leading tail predicts 0.00023 for C + 1/8, while the curve gives 0.00080. The tail should not replace the computed curve there.

**Choosing the wave function**

The Darwin term needs the density at a point, where Gaussian functions cannot reproduce the cusp. Consider a basis with 18 s, 8 p, 4 d and 2 f shells on each proton, 152 functions in all, with s exponents 0.06 × 2.3ᵏ for k = 0 to 17, and p, d and f exponents 0.15 × 2.5ᵏ, 0.3 × 2.5ᵏ and 0.6 × 2.5ᵏ. At R = 2 bohr diagonalization gives a density of 0.20924 bohr⁻³, which is 0.2% below the separated solution. That lowers C_D by 0.0013. If C_MV is evaluated as −⟨p⁴⟩/8, the same wave function raises it by 0.0014, so the errors nearly cancel and the sum is −0.13827 (−0.13831 in a larger basis with 24 s, 10 p, 5 d and 3 f shells). The form −½⟨(E − V)²⟩ of (2) equals −⟨p⁴⟩/8 only for the exact ψ. In this basis it gives C_MV correct to five decimals, so nothing cancels the Darwin error and the sum is −0.13967. Combining this C_D with a C_MV from a more accurate wave function would lose the cancellation and leave an error of 0.0013 in C at this distance. If the exact atomic value −1/8 is then subtracted, the error is one tenth of the relativistic change in well depth. Treating the separated atom in the same way removes about three quarters of it: the Darwin error of the atom is 0.0010, which leaves 0.0003.

Solving the spin-free Dirac equation in the same basis and subtracting the nonrelativistic energy gives −0.13833 α²E_h, in agreement with C to the digits shown. The leading shift there is the volume integral (1), which needs no density at a point. If a program offers such a treatment, its energy difference can replace the first-order correction; adding both would count the same effect twice. The agreement found here is for one large basis at one distance, so with a smaller basis the convergence of the change with distance should be checked. Against the exact C(2) − C(H) = −0.01333, the uncontracted cc-pVDZ, cc-pVTZ, aug-cc-pVQZ and aug-cc-pV5Z bases give −0.01205, −0.01245, −0.01285 and −0.01319 by the Dirac route, and −0.01346, −0.01298, −0.01274 and −0.01320 from ⟨p⁴⟩ and the Darwin term.

**Where the guidance stops**

The derivation assumes one electron, light point nuclei and first order in α². For heavier nuclei higher orders grow, and with several electrons there are electron-electron relativistic terms that H2+ does not have. When α²E_h C(R) is added to the potential for nuclear motion, the adiabatic (diagonal Born–Oppenheimer) and nonadiabatic corrections, relativistic recoil, radiative corrections and finite nuclear size are still missing. Two of them are not small on this scale. Between the separated atom and 2 bohr the adiabatic correction changes by −2.9 cm⁻¹. The leading radiative term, nearly proportional to the density at the protons, changes by about +0.09 cm⁻¹, against the sign of the relativistic change. The 0.16 cm⁻¹ is therefore the scalar relativistic part of the change in well depth at 2 bohr, not a complete correction to a dissociation energy.
